\section*{Sequential tunnelling through a spin-degenerate quantum-dot level with Coulomb blockade, part 2}

A quantum dot has one level of energy $\varepsilon$ for spin $\sigma=\uparrow,\downarrow$, at zero magnetic field; double occupation costs an extra $U$. The states $|0\rangle,|\sigma\rangle,|2\rangle$ have energies $0,\varepsilon,2\varepsilon+U$ and probabilities $P_0,P_\sigma,P_2$; $n_\sigma$ is the occupation of spin $\sigma$, $N$ the mean electron number. Leads $\alpha=L,R$ have temperature $T$, electrochemical potentials $\mu_\alpha$ ($\mu$ at $V=0$), level energies $\epsilon_{\alpha k}$ and constant densities of states per spin $\rho_\alpha$. The tunnelling is
$$H_T = \sum_{\alpha k\sigma}\left(t_\alpha\,c^\dagger_{\alpha k\sigma}d_\sigma+t_\alpha^*\,d^\dagger_\sigma c_{\alpha k\sigma}\right).$$

Define $\Gamma_\alpha=\frac{2\pi}{\hbar}|t_\alpha|^2\rho_\alpha$, $\Gamma=\Gamma_L+\Gamma_R$, $f(E)=1/(1+e^{E/kT})$, $f_\alpha=f(\varepsilon-\mu_\alpha)$ and $\bar f=(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma$. At $V=0$, $f_\alpha=f=1/(1+y)$, with $y=e^x$ and $x=(\varepsilon-\mu)/kT$.

With $e>0$, $eV=\mu_L-\mu_R$; $J$ is the net electron rate from $L$ to $R$, $I=eJ$, and $G=dI/dV$ at $V=0$. To lowest order in tunnelling ($\hbar\Gamma\ll kT$), each allowed spin enters the empty dot from lead $\alpha$ at rate $\Gamma_\alpha f_\alpha$ and leaves at $\Gamma_\alpha(1-f_\alpha)$. For infinite $U$ ($\varepsilon+U$ many $kT$ above both $\mu_\alpha$), the stationary results are
\begin{equation}
N=\frac{2\bar f}{1+\bar f},\qquad P_0=\frac{1-\bar f}{1+\bar f},\qquad P_\uparrow=P_\downarrow=\frac{\bar f}{1+\bar f}.
\label{eq:stat}
\end{equation}
\begin{equation}
J=\frac{2\,\Gamma_L\Gamma_R\,(f_L-f_R)}{\Gamma_L(1+f_L)+\Gamma_R(1+f_R)} .
\label{eq:J}
\end{equation}
With $G_0=\frac{e^2}{kT}\frac{\Gamma_L\Gamma_R}{\Gamma}$, the conductance is
\begin{equation}
G=\frac{2G_0}{3+2\sqrt2\,\cosh\!\left(\dfrac{\varepsilon-\mu}{kT}-\dfrac{\ln2}{2}\right)} .
\label{eq:shape}
\end{equation}
Its peak has height $0.3431\,G_0$, full width at half maximum $3.568\,kT$, and position $x=x_0=\tfrac12\ln2$:
\begin{equation}
\varepsilon-\mu=+\frac{kT}{2}\ln2 .
\label{eq:shift}
\end{equation}
In terms of the mean empty and occupied times $\tau_0,\tau_1$,
\begin{equation}
G=\frac{e^2}{kT}\,\frac{\Gamma_L\Gamma_R}{\Gamma^2}\,\frac{1}{\tau_0+\tau_1},\qquad
\tau_0=\frac{1+e^{x}}{2\Gamma},\qquad\tau_1=\frac{1+e^{-x}}{\Gamma}.
\label{eq:dwell}
\end{equation}
Charge degeneracy, $\tau_0=\tau_1$, lies at $\varepsilon-\mu=kT\ln2$.

Still to be found are the currents $J_+$ ($V>0$) and $J_-$ ($V<0$) with the level deep inside the bias window, the current steps, comparison cases, and numbers with their limits. The example has $T=100$~mK, $\Gamma_L=0.1$~ns$^{-1}$, $\Gamma_R=0.4$~ns$^{-1}$, $U=2$~meV, $\varepsilon=\varepsilon_0-\lambda eV_g$ with gate voltage $V_g$ and $\lambda=0.1$, and $V=\pm0.2$~mV applied symmetrically about $\varepsilon$.

\subsection*{(e) Saturation currents}

Let $\mu_L-\varepsilon\gg kT$ and $\varepsilon-\mu_R\gg kT$, with $\varepsilon+U$ still far above $\mu_L$. Then $f_L=1$ and $f_R=0$ up to exponentially small terms, and \eqref{eq:J} gives $J_+$. The opposite polarity has $f_L=0$, $f_R=1$:
\begin{equation}
J_+=\frac{2\Gamma_L\Gamma_R}{2\Gamma_L+\Gamma_R},\qquad
J_-=-\frac{2\Gamma_L\Gamma_R}{\Gamma_L+2\Gamma_R}.
\label{eq:sat}
\end{equation}
The inverses are the cycle times, since now every cycle carries one electron from source to drain:
\begin{equation}
\frac{1}{J_+}=\frac{1}{2\Gamma_L}+\frac{1}{\Gamma_R},\qquad
\frac{1}{|J_-|}=\frac{1}{2\Gamma_R}+\frac{1}{\Gamma_L}.
\label{eq:cycle}
\end{equation}
The entrance barrier counts with twice its rate, because either spin may enter the empty dot, and the exit barrier counts once. Reversing the bias moves the factor $2$ from one barrier to the other. With $r=\Gamma_L/\Gamma_R$,
\begin{equation}
\frac{J_+}{|J_-|}=\frac{r+2}{2r+1}=\frac{\tfrac12(2r+1)+\tfrac32}{2r+1}=\frac12+\frac{3}{2(2r+1)} .
\end{equation}
This falls monotonically from $2$ as $r\to0$ to $\tfrac12$ as $r\to\infty$, without reaching either limit, and equals $1$ only at $r=1$. The currents differ for every asymmetric pair of barriers, and the larger one flows when electrons enter through the more opaque barrier. For $\Gamma_L\ll\Gamma_R$ the left barrier limits the current. At $V>0$ the dot is almost always empty, both spins can enter and $J_+\to2\Gamma_L$. At $V<0$ the dot is almost always full, the one electron present must leave through the left barrier and $|J_-|\to\Gamma_L$. The occupations follow from \eqref{eq:stat} with $\bar f=\Gamma_L/\Gamma$ or $\Gamma_R/\Gamma$:
\begin{equation}
N_+=\frac{2\Gamma_L}{2\Gamma_L+\Gamma_R},\qquad N_-=\frac{2\Gamma_R}{\Gamma_L+2\Gamma_R},
\end{equation}
and $J_+=\Gamma_RN_+$, $|J_-|=\Gamma_LN_-$.

Equations \eqref{eq:cycle} are linear in $1/\Gamma_L$ and $1/\Gamma_R$. Subtracting half of the first from the second removes $1/\Gamma_R$ and leaves $(1-\tfrac14)/\Gamma_L$; subtracting half of the second from the first leaves $(1-\tfrac14)/\Gamma_R$:
\begin{equation}
\frac{1}{\Gamma_L}=\frac43\left(\frac{1}{|J_-|}-\frac{1}{2J_+}\right),\qquad
\frac{1}{\Gamma_R}=\frac43\left(\frac{1}{J_+}-\frac{1}{2|J_-|}\right).
\label{eq:invert}
\end{equation}
Both are positive exactly when $\tfrac12<J_+/|J_-|<2$. A measured ratio outside that range cannot come from this model. The inversion relies on energy-independent rates: barriers whose transparency changes with bias produce an asymmetry of their own that \eqref{eq:invert} would misread.

\subsection*{(f) Position of the current steps}

Keep $\mu_R$ far below the level, $f_R=0$, and sweep $\mu_L$. With $y_L=e^{(\varepsilon-\mu_L)/kT}$, multiply numerator and denominator of \eqref{eq:J} by $1/f_L=1+y_L$:
\begin{equation}
J=\frac{2\Gamma_L\Gamma_Rf_L}{\Gamma+\Gamma_Lf_L}=\frac{2\Gamma_L\Gamma_R}{\Gamma y_L+2\Gamma_L+\Gamma_R}
=\frac{J_+}{1+\dfrac{\Gamma}{2\Gamma_L+\Gamma_R}\,y_L}.
\end{equation}
A constant factor in front of $y_L$ is a shift of the exponent, so the step is a Fermi function of unchanged width $kT$. Its midpoint, which is also the maximum of $dJ/d\mu_L$, lies at
\begin{equation}
\varepsilon-\mu_L=kT\ln\frac{2\Gamma_L+\Gamma_R}{\Gamma}.
\label{eq:stepL}
\end{equation}
Now keep $\mu_L$ far above the level, $f_L=1$, and sweep $\mu_R$. With $f_R=1/(1+y_R)$ and $1-f_R=y_R/(1+y_R)$, multiply by $1+y_R$:
\begin{equation}
J=\frac{2\Gamma_L\Gamma_R\,y_R}{(2\Gamma_L+\Gamma_R)(1+y_R)+\Gamma_R}=\frac{2\Gamma_L\Gamma_R\,y_R}{(2\Gamma_L+\Gamma_R)\,y_R+2\Gamma}
=\frac{J_+}{1+\dfrac{2\Gamma}{2\Gamma_L+\Gamma_R}\,y_R^{-1}},
\end{equation}
with its midpoint at
\begin{equation}
\varepsilon-\mu_R=kT\ln\frac{2\Gamma}{2\Gamma_L+\Gamma_R}.
\label{eq:stepR}
\end{equation}
Both shifts are positive, each lies between $0$ and $kT\ln2$, and their sum is $kT\ln2$ because the product of the two arguments is $2$. Unlike the linear-response shift they depend on the asymmetry. For $\Gamma_L\gg\Gamma_R$ the dot is in equilibrium with the left lead and $J=\Gamma_RN$ at the first step, so its midpoint tends to the charge-degeneracy value $kT\ln2$ of part (d). For $V<0$ the labels $L$ and $R$ are exchanged.

\subsection*{(g) Comparison cases}

\emph{No interaction.} For $U=0$ the rates for spin $\sigma$ are $\Gamma\bar f$ in and $\Gamma(1-\bar f)$ out whether or not the other spin is present. Each occupation obeys $\dot n_\sigma=\Gamma\bar f(1-n_\sigma)-\Gamma(1-\bar f)n_\sigma=\Gamma(\bar f-n_\sigma)$, so $n_\sigma=\bar f$. The current per spin is $\Gamma_L[f_L(1-\bar f)-(1-f_L)\bar f]=\Gamma_L\Gamma_R(f_L-f_R)/\Gamma$. Two spins give
\begin{equation}
J=\frac{2\Gamma_L\Gamma_R}{\Gamma}(f_L-f_R),\qquad G=2G_0f(1-f)=\frac{G_0}{2\cosh^2(x/2)} ,
\end{equation}
where $f(1-f)=y/(1+y)^2=1/(y^{1/2}+y^{-1/2})^2=1/[4\cosh^2(x/2)]$. The peak is at $\varepsilon=\mu$ with height $G_0/2$, and the saturation current is $2\Gamma_L\Gamma_R/\Gamma$ in both polarities.

\emph{Large Zeeman splitting.} Let $\varepsilon$ be the lower spin level, with the upper one many $kT$ above both $\mu_\alpha$. One channel remains and the results are half of those for $U=0$: the peak is at $\varepsilon=\mu$ with height $G_0/4$, and the saturation current is $\Gamma_L\Gamma_R/\Gamma$ in both polarities. Half height needs $\cosh^2(x/2)=2$, so the width is $4\,\mathrm{arcosh}\sqrt2\;kT=3.525\,kT$, about one per cent less than the $3.568\,kT$ of the degenerate level. The width therefore carries little information on the degeneracy. Once the bias is large enough to put both Zeeman levels deep inside the window, all entry rates are again those of the source and all exit rates those of the drain, and \eqref{eq:sat} returns. The shift and the asymmetry thus need both the blockade and a second accessible state with one electron. In this model that state is the other spin; on a spin-polarized dot a second orbital with the same energy and the same couplings obeys the same rate equation and gives the same results.

\emph{Transition between one and two electrons.} Let $\varepsilon$ lie many $kT$ below both $\mu_\alpha$, so that the dot never empties, and let $f'_\alpha=f(\varepsilon+U-\mu_\alpha)$ with the weighted mean $\bar f'$. Now $\sigma\to2$ has one way, at $\Gamma\bar f'$, and $|2\rangle$ decays into either $|\sigma\rangle$ at $\Gamma(1-\bar f')$ each. Balance, $\bar f'P_\sigma=(1-\bar f')P_2$, and normalization, $2P_\sigma+P_2=1$, give $P_\sigma=(1-\bar f')/(2-\bar f')$ and $P_2=\bar f'/(2-\bar f')$. Then
\begin{equation}
J=2\Gamma_L\left[f'_LP_\sigma-(1-f'_L)P_2\right]=\frac{2\Gamma_L(f'_L-\bar f')}{2-\bar f'}
=\frac{2\Gamma_L\Gamma_R(f'_L-f'_R)}{\Gamma_L(2-f'_L)+\Gamma_R(2-f'_R)} .
\end{equation}
With $y'=e^{(\varepsilon+U-\mu)/kT}$ and $2-f'=(1+2y')/(1+y')$, the linear conductance is
\begin{equation}
G=\frac{2G_0\,y'}{(1+y')(1+2y')}=\frac{2G_0}{1/y'+3+2y'} ,
\end{equation}
whose denominator is least at $y'^2=\tfrac12$. The peak lies at $\varepsilon+U-\mu=-\tfrac12kT\ln2$. The two peaks move apart as $T$ rises: their distance in $\varepsilon$ is $U+kT\ln2$, and the points of charge degeneracy, at $\varepsilon-\mu=kT\ln2$ and $\varepsilon+U-\mu=-kT\ln2$, move apart as well. At saturation, $f'_L=1$, $f'_R=0$ gives $2\Gamma_L\Gamma_R/(\Gamma_L+2\Gamma_R)$, so the two magnitudes in \eqref{eq:sat} change places: there is one way in and there are two ways out.

\emph{Both transitions in the window.} If $\varepsilon$ and $\varepsilon+U$ both lie deep between $\mu_R$ and $\mu_L$, every entry has the rate $\Gamma_L$ and every exit $\Gamma_R$, whatever the other spin does. The $U=0$ argument applies, and the current is $2\Gamma_L\Gamma_R/\Gamma$ in both polarities. The asymmetry belongs to the plateau on which only one charge transition is open.

\subsection*{(h) Numbers and the limits of the approximation}

At $T=100$~mK, $kT=8.617~\mu$eV. With $\Gamma=0.5$~ns$^{-1}$, $\hbar\Gamma=0.329~\mu$eV and $\hbar\Gamma/kT=0.038$. The charging energy is $U/kT=232$, so double occupation is negligible at the first peak and at the stated bias. The prefactor is $\Gamma_L\Gamma_R/\Gamma=0.04/0.5=0.08$~ns$^{-1}$, and
\begin{equation}
G_0=\frac{1.6022\times10^{-19}~\mathrm{C}\times0.08\times10^{9}~\mathrm{s^{-1}}}{8.617\times10^{-6}~\mathrm{V}}=1.487~\mu\mathrm{S}.
\end{equation}

\emph{Linear response.} The peak lies at $x_0=0.3466$, so $\varepsilon-\mu=0.3466\times8.617~\mu\mathrm{eV}=2.99~\mu$eV, and the gate shift is $-2.99~\mu\mathrm{V}/0.1=-29.9~\mu$V. At $200$~mK the shift doubles to $5.97~\mu$eV. The second peak lies at $\varepsilon+U-\mu=-2.99~\mu$eV at $100$~mK. The height is $0.3431\times1.487~\mu\mathrm{S}=0.510~\mu$S, or $0.0132\,e^2/h$, between $G_0/4=0.372~\mu$S for one spin and $G_0/2=0.744~\mu$S for $U=0$. The width is $3.568\times8.617~\mu\mathrm{eV}=30.7~\mu$eV, so the shift is about one tenth of the width. At $\varepsilon=\mu$, where $e^{x}+3+2e^{-x}=6$, the conductance is $G_0/3=0.496~\mu$S, about three per cent below the maximum. The dwell times at the peak are $\tau_0=(1+\sqrt2)/(2\times0.5~\mathrm{ns^{-1}})=2.414$~ns and $\tau_1=(1+1/\sqrt2)/(0.5~\mathrm{ns^{-1}})=3.414$~ns, and \eqref{eq:dwell} gives $G_0/[\Gamma(\tau_0+\tau_1)]=1.487/(0.5\times5.828)~\mu\mathrm{S}=0.510~\mu$S again. Charge degeneracy lies at $kT\ln2=5.97~\mu$eV.

\emph{Saturation.} Each $\mu_\alpha$ is $100~\mu$eV, or $11.6\,kT$, from the level, so the Fermi functions differ from $0$ and $1$ by $e^{-11.6}$, about $10^{-5}$. The cycle times are
\begin{equation}
\frac{1}{J_+}=5+2.5=7.5~\mathrm{ns},\qquad\frac{1}{|J_-|}=1.25+10=11.25~\mathrm{ns},
\end{equation}
so $I_+=e/(7.5~\mathrm{ns})=21.36$~pA and $|I_-|=e/(11.25~\mathrm{ns})=14.24$~pA, with the ratio $11.25/7.5=1.5$. The occupations are $N_+=0.2/0.6=0.333$ and $N_-=0.8/0.9=0.889$. The polarity-independent currents of part (g) are $2e\times0.08~\mathrm{ns^{-1}}=25.63$~pA for $U=0$ and $12.82$~pA for one spin. The inversion \eqref{eq:invert} gives $1/\Gamma_L=\tfrac43(11.25-3.75)=10$~ns and $1/\Gamma_R=\tfrac43(7.5-5.625)=2.5$~ns. The steps at positive bias lie at $\varepsilon-\mu_L=8.617\ln(0.6/0.5)=1.57~\mu$eV and $\varepsilon-\mu_R=8.617\ln(1/0.6)=4.40~\mu$eV, which add to $5.97~\mu$eV.

\emph{Counting single electrons.} The same jump process can be simulated event by event with the Gillespie method: the waiting time in each state is drawn from an exponential distribution with the total exit rate, the jump is chosen in proportion to its rate, and electrons crossing the left barrier are counted. One run at saturation, in $20$ blocks of $15\,000$ jumps for each polarity, gave $I_+=21.48\pm0.03$~pA and $|I_-|=14.29\pm0.03$~pA, where the errors are standard errors from the scatter of the blocks. The second value lies $0.05$~pA above $14.24$~pA, or $1.5$ of its errors. The first lies $0.12$~pA above $21.36$~pA, about $3.6$ of its errors, which is more than expected. Part of this comes from the error estimate. A cycle is the sum of two independent exponential waits of $5$ and $2.5$~ns, with variance $25+6.25=31.25$~ns$^2$. Over $150\,000$ cycles the relative standard deviation of the total time is $\sqrt{31.25/150\,000}/7.5=0.0019$, which is $0.04$~pA, so the block scatter came out low and the deviation is about $2.9$ true standard deviations. The bias from averaging count over time within a block of $7500$ cycles is of relative size $31.25/(7.5^2\times7500)\approx7\times10^{-5}$ and is too small to matter. That the remainder is a rare fluctuation of this one run is a conjecture, which a single run cannot settle.

\emph{Lifetime broadening.} For $U=0$ the problem can be solved without expanding in the tunnelling. A scattering state of energy $E$ that comes in from lead $L$ has an amplitude $\varphi$ on the dot which obeys
\begin{equation}
(E-\varepsilon)\,\varphi=t_L^*+\sum_{\alpha k}\frac{|t_\alpha|^2}{E-\epsilon_{\alpha k}+i0}\,\varphi .
\end{equation}
The imaginary part of the sum is $-\pi\sum_\alpha|t_\alpha|^2\rho_\alpha=-\hbar\Gamma/2$, and for a wide flat band its real part is a constant that is absorbed in $\varepsilon$. Hence $|\varphi|^2=|t_L|^2/[(E-\varepsilon)^2+(\hbar\Gamma/2)^2]$. This amplitude feeds outgoing waves in lead $R$ at the rate $\Gamma_R|\varphi|^2$. Summing over filled incoming states with $\rho_L|t_L|^2=\hbar\Gamma_L/2\pi$, subtracting the flow from $R$ and counting two spins gives
\begin{equation}
J=\frac{2\Gamma_L\Gamma_R}{\Gamma}\int dE\,A(E)\,[f(E-\mu_L)-f(E-\mu_R)],\qquad
A(E)=\frac{1}{2\pi}\,\frac{\hbar\Gamma}{(E-\varepsilon)^2+(\hbar\Gamma/2)^2},
\end{equation}
where $A$ is normalized to one. For $A\to\delta(E-\varepsilon)$ this is the $U=0$ result of part (g), factor for factor. At $\varepsilon=\mu$, with $u=(E-\mu)/kT$ and $4f(1-f)=1-\tanh^2(u/2)$,
\begin{equation}
\frac{G_{\rm exact}}{G_{\rm rate}}-1=-\int dE\,A(E)\tanh^2\frac u2\simeq-\frac{\hbar\Gamma}{2\pi kT}\int_{-\infty}^\infty\frac{\tanh^2(u/2)}{u^2}\,du ,
\end{equation}
since $\tanh^2$ vanishes at the centre of $A$ and only its tail $\hbar\Gamma/[2\pi(E-\varepsilon)^2]$ contributes at leading order. The correction is negative and linear in $\hbar\Gamma/kT$. Adaptive quadrature of the full integral at $\hbar\Gamma/kT=0.038$ gives $-1.0\,\%$ relative to the rate-equation peak height. This number belongs to $U=0$. It indicates the size of the broadening error for the interacting dot and does not bound it.

\emph{Level renormalization.} With interaction the real parts no longer reduce to a constant. Take $\mu_L=\mu_R=\mu=0$. Second-order perturbation theory in $H_T$ shifts the empty state through virtual entry of either spin, and the state $|\sigma\rangle$ through virtual exit and through virtual entry of the other spin:
\begin{align}
\delta E_0&=\frac{\hbar\Gamma}{2\pi}\,\mathcal P\!\int dE\,\frac{2f(E)}{E-\varepsilon},\\
\delta E_\sigma&=\frac{\hbar\Gamma}{2\pi}\,\mathcal P\!\int dE\left[\frac{1-f(E)}{\varepsilon-E}+\frac{f(E)}{E-\varepsilon-U}\right].
\end{align}
Each denominator is the initial minus the intermediate energy. In the difference, $-(1-f)-2f=-(1+f)$, and the term without $f$ is the constant already present at $U=0$. The rest is
\begin{equation}
\delta\varepsilon=-\frac{\hbar\Gamma}{2\pi}\,\mathcal P\!\int dE\,f(E)\left[\frac{1}{E-\varepsilon}-\frac{1}{E-\varepsilon-U}\right].
\end{equation}
For $|\varepsilon|\lesssim kT\ll U\ll D$, with $D$ the depth of the band, the first term is cut off at $E\sim-kT$ and gives $\ln(kT/D)$ to logarithmic accuracy, and the second gives $\ln(U/D)$. Therefore $\delta\varepsilon\simeq(\hbar\Gamma/2\pi)\ln(U/kT)$, with $D$ in place of $U$ if $U>D$. Here this is $(0.329/2\pi)\ln232~\mu\mathrm{eV}\approx0.3~\mu$eV, about a tenth of the shift \eqref{eq:shift}. Most of it is an offset that an experiment cannot tell from $\varepsilon_0$. On doubling $T$ it changes by $(\hbar\Gamma/2\pi)\ln2$ in magnitude while \eqref{eq:shift} changes by $(kT/2)\ln2$, a ratio of $\hbar\Gamma/(\pi kT)\approx0.01$. This estimate keeps only the logarithm; other terms of first order in $\hbar\Gamma/kT$ are not included.

The numbers of this part are therefore those of the rate equation. The two estimates, one made at $U=0$ and one to logarithmic accuracy, suggest corrections of the order of one per cent to the peak height and to the motion of the peak with temperature; the full first-order correction for the interacting dot is not computed here. Far from the peak, where \eqref{eq:shape} decays exponentially, cotunnelling of second order in $\Gamma$ takes over, and for $kT\lesssim\hbar\Gamma$ the expansion fails for the linear conductance and for the shape of the steps. The saturation plateau at $U=0$ is less sensitive. With both $\mu_\alpha$ a distance $W\gg kT,\hbar\Gamma$ from the level, the exact integral above returns $2\Gamma_L\Gamma_R/\Gamma$ whatever the ratio $kT/\hbar\Gamma$, except for the two tails of $A$ outside the window. Each tail has weight $\int_W^\infty\hbar\Gamma\,dE/(2\pi E^2)=\hbar\Gamma/(2\pi W)$, so the current is reduced by the fraction $\hbar\Gamma/(\pi W)\approx10^{-3}$ for $W=100~\mu$eV. This figure is derived for $U=0$ only; the corresponding correction for the blockaded dot is not computed here. Further orbital levels add ways into the empty dot. Those within a few $kT$ of $\varepsilon$ in general change the position of the linear-response peak, and those inside the bias window in general change the saturation currents; for particular energies or couplings the changes can cancel.
